Gate Capacitance of a Thin Channel with a Finite Density of States

**Problem**

A metal gate controls the electrons in an atomically thin semiconductor. The insulator between them has an equivalent oxide thickness of 1 nm, which means that it stores as much charge per volt as 1 nm of an oxide with relative permittivity 3.9. The channel has a quantum capacitance of 67 µF/cm². This quantity is defined by

C_q = e² dn/dμ,

where n is the number of electrons per area, μ is their chemical potential measured from the bottom of the band, and e is the positive elementary charge.

(a) What is the differential capacitance per area, C_g = dQ/dV, seen by the gate?

(b) How does a small step of the gate voltage divide between the insulator and the channel?

(c) For which channel filling can 67 µF/cm² be used, and what changes at room temperature?

Treat the channel as a single thin sheet of charge directly below the insulator. A grounded contact supplies its electrons and keeps them in equilibrium. The gate is an ideal metal, there are no charge traps, and no electric field leaves the lower side of the sheet. Capacitances are given in µF/cm², lengths in nm and voltages in V or mV, which are more natural here than atomic units.

**First estimate by scaling**

A capacitance per area is a permittivity divided by a length. With the vacuum permittivity rounded to 9 × 10⁻¹² F/m and the relative permittivity rounded to 4, the insulator has

C_ox ≈ 4 × 9 × 10⁻¹² / 10⁻⁹ F/m² = 0.036 F/m² = 3.6 µF/cm².

The last conversion uses 1 F/m² = 10⁶ µF / 10⁴ cm² = 100 µF/cm².

To place a charge Q per area in the channel, the gate must supply a voltage of order Q/C_ox across the insulator. It must also supply a voltage of order Q/C_q, because added electrons have to occupy higher states. The ratio of the second voltage to the first is

C_ox/C_q ≈ 3.6/67 ≈ 1/20.

The channel therefore needs about one twentieth of the insulator voltage. For a given gate voltage, the stored charge should fall by about 5 percent below the value for the insulator alone:

C_g ≈ 3.6 × 0.95 µF/cm² ≈ 3.4 µF/cm².

The estimate says that the insulator dominates and that the channel makes a small correction. It rests on rounded constants and on the assumption that the two voltages add, which has to be derived.

**Exact solution within the model**

*The insulator.* Let the gate carry the charge +Q per area and the channel −Q, with Q = en. Consider a flat closed surface with one face inside the gate metal and the other inside the insulator. The field in the metal is zero, so Gauss's law gives the electric displacement in the insulator as Q. If the insulator consists of several layers without free charge between them, the displacement is the same in each. A layer with thickness t_i and relative permittivity κ_i has the field

E_i = Q/(ε₀ κ_i),

and the voltage across the whole stack is the sum of fields times thicknesses:

V_ox = Q Σ t_i/(ε₀ κ_i).

A single layer of permittivity 3.9 and thickness t_eq would have the voltage Q t_eq/(3.9 ε₀). Equating the two voltages and cancelling Q/ε₀ gives

t_eq = 3.9 Σ t_i/κ_i,

C_ox = Q/V_ox = 3.9 ε₀/t_eq.

The equivalent thickness need not be the real one. For example, 3.59 nm of a material with κ = 20 and 0.3 nm of oxide give

t_eq = 3.9 × 3.59/20 nm + 0.3 nm = 1.0 nm,

although the stack is 3.89 nm thick. A numerical solution of Poisson's equation for these two layers gives the same capacitance as 1 nm of oxide, 3.453 µF/cm². With the unrounded constants,

C_ox = 3.9 × 8.8542 × 10⁻¹² / 10⁻⁹ F/m² = 0.03453 F/m² = 3.453 µF/cm².

*The channel.* Let φ be the electrostatic potential of the sheet. An electron has charge −e, so a rise of φ lowers the band bottom in energy:

E_b = E₀ − eφ.

The total energy at which electrons are exchanged with the contact is the electrochemical potential, E_b + μ. The grounded contact holds it fixed. Therefore

dE_b + dμ = 0,

−e dφ + dμ = 0,

dμ = e dφ.

A more positive sheet potential lowers the band, and electrons enter until the highest occupied states again match the contact. We choose the zero of φ so that μ = eφ. The channel charge then responds to φ as

dQ/dφ = e dn/dφ = e (dn/dμ)(dμ/dφ) = e² dn/dμ = C_q.

One factor e converts electron number into charge and the other converts potential into energy. No second metal plate is involved: 1/C_q measures how much the chemical potential must rise to add electrons.

*Joining the two parts.* The potential of the gate exceeds that of the sheet by Q/C_ox. The applied voltage may differ from the gate potential by a constant set by the materials. We absorb this constant into the zero of V and obtain

V = φ + Q/C_ox.

With this choice, V = 0 is the point at which the channel starts to fill at zero temperature, since there φ = 0 and Q = 0. Differentiating with respect to Q gives

dV/dQ = dφ/dQ + 1/C_ox = 1/C_q + 1/C_ox.

The left side is 1/C_g, so

1/C_g = 1/C_ox + 1/C_q.

Over the common denominator C_ox C_q the right side is (C_q + C_ox)/(C_ox C_q), and its inverse is

C_g = C_ox C_q/(C_ox + C_q).

This is the rule for capacitors in series. The same charge appears in both terms, while the voltages add. The sum C_ox + C_q, which is 70.5 µF/cm² here, would describe two capacitors that share a voltage and add their charges. That is not the present arrangement.

*Answer to (a).* The inverse capacitances are

1/C_ox = 0.2896 cm²/µF,

1/C_q = 0.0149 cm²/µF,

and their sum is 0.3045 cm²/µF. Hence

C_g = 1/(0.3045 cm²/µF) = 3.284 µF/cm² ≈ 3.3 µF/cm².

In atomic units this is 0.0156 e²/(E_h a₀²), where E_h is the hartree and a₀ the Bohr radius. The result lies below both capacitances, as it must: C_g/C_ox = C_q/(C_ox + C_q) is less than one when both are positive, and the same holds with the two exchanged. It lies close to C_ox, because C_ox is about twenty times smaller than C_q: its inverse dominates the sum, and the insulator takes most of the voltage.

*Answer to (b).* For a small gate step dV, the charge changes by dQ = C_g dV and the channel potential by dφ = dQ/C_q. Thus

dφ/dV = C_g/C_q = C_ox/(C_ox + C_q) = 3.453/70.453 = 0.049.

About 4.9 percent of the step moves the channel potential, and the other 95.1 percent falls across the insulator. The loss of capacitance relative to C_ox is the same fraction:

1 − C_g/C_ox = 1 − C_q/(C_ox + C_q) = C_ox/(C_ox + C_q).

The channel term can also be written as a length. Set C_q = 3.9 ε₀/t_q, so that

t_q = 3.9 ε₀/C_q = t_eq C_ox/C_q = 1 nm × 3.453/67 = 0.0515 nm.

The series rule then becomes

1/C_g = (t_eq + t_q)/(3.9 ε₀).

The gate behaves as if the oxide were 1.0515 nm thick. This added length expresses the cost of filling states and is not a distance between the electrons and the insulator.

As long as C_q stays constant, these fractions also apply to a finite voltage. At V = 0.5 V and low temperature,

Q = 3.284 × 0.5 µC/cm² = 1.642 µC/cm²,

n = 1.642 × 10⁻⁶ / (1.602 × 10⁻¹⁹) cm⁻² = 1.025 × 10¹³ cm⁻²,

φ = 0.049 × 0.5 V = 24.5 mV.

*Where a value near 67 comes from.* Consider independent electrons of mass m in a square periodic box of side L. The allowed wave vectors form a square grid with spacing 2π/L, so each occupies the area (2π/L)². Counting two spins, the number of states with wave vector shorter than k is

N = 2 × πk²/(2π/L)² = L²k²/(2π).

In a parabolic band the energy above the bottom is E = ħ²k²/(2m), or k² = 2mE/ħ². Substitution gives

N/L² = mE/(πħ²).

The density of states per area is the derivative with respect to E:

D = m/(πħ²).

It does not depend on energy. At zero temperature all states up to μ are filled, so n = Dμ for positive μ, and the quantum capacitance is the constant

C_q0 = e²D = e²m/(πħ²).

For the free-electron mass and one band minimum this is 66.93 µF/cm². Explicit counting of the grid points in a box of 1 µm gives 66.92 µF/cm²; the last digit depends on the box and approaches 66.93 for larger boxes. The value in the problem thus has the size expected for independent electrons in such a band, but it is not universal. It is proportional to the mass and to the number of equivalent band minima. Two minima with half the mass each give the same value, provided each minimum holds both spins; if the spins are split so that only one is occupied per minimum, the value is halved. The interaction between the electrons is left out here, apart from the average electrostatic potential. Exchange lowers dμ/dn, and at densities near 10¹³ cm⁻² this contribution can exceed the term πħ²/m kept here. For one minimum with both spins, the Hartree–Fock exchange term is −√2 r_s/π times the kinetic term. Here r_s = 1/(a* √(πn)) and a* = κ a₀ m_e/m, with κ the permittivity of the surroundings. For the free-electron mass, κ = 3.9 and n = 10¹³ cm⁻², r_s is about 8.5 and the ratio is about −3.8. Screening by a gate 1 nm away changes it to about −3.4. In this approximation dμ/dn and C_q are negative, and the series rule gives a gate capacitance above C_ox, about 3.9 µF/cm². In surroundings of higher permittivity the exchange term is smaller. The quantum capacitance of a real channel can therefore differ from C_q0 in size and even in sign, and the 5 percent loss found above belongs to the given positive value of 67 µF/cm².

*Answer to (c): the effect of temperature.* At temperature T, a state at energy E has the mean occupation 1/(1 + exp[(E − μ)/kT]), where k now denotes Boltzmann's constant. The density is

n = D ∫₀^∞ dE / (1 + exp[(E − μ)/kT]).

Set x = (E − μ)/kT, so that dE = kT dx and the lower limit becomes −μ/kT. Multiplying numerator and denominator by exp(−x) shows that

1/(1 + eˣ) = e⁻ˣ/(1 + e⁻ˣ) = −d/dx ln(1 + e⁻ˣ).

The logarithm vanishes at the upper limit. The lower limit gives

n = D kT ln(1 + exp(μ/kT)).

With Q = en, μ = eφ and eD = C_q0/e, the charge is

Q = C_q0 (kT/e) ln(1 + exp(eφ/kT)).

Now differentiate with respect to φ. The inner derivative e/kT cancels the prefactor kT/e:

C_q = C_q0 exp(eφ/kT)/(1 + exp(eφ/kT)) = C_q0/(1 + exp(−eφ/kT)).

The factor multiplying C_q0 is the occupation of a state at the band bottom. For independent electrons this answers the question of validity: the full value applies when the lowest states are almost completely filled, which requires eφ much larger than kT. For eφ far below −kT, the factor becomes exp(eφ/kT), and the quantum capacitance falls exponentially.

The derivation of the series rule did not assume a constant C_q, so the rule remains valid with the value of C_q at the operating point. What changes is that φ must be found from

V = φ + (C_q0/C_ox)(kT/e) ln(1 + exp(eφ/kT)).

The right side increases with φ, so there is one solution for each V. It has to be found numerically.

At 10 K and V = 0.5 V the solution is φ = 24.51 mV, which is about 28 times kT/e. The channel is strongly filled in the sense required, and C_q = 67.00 µF/cm². The numerical slope dQ/dV is 3.284 µF/cm², in agreement with the answer to (a).

At 300 K, kT/e = 25.85 mV, and the same gate voltage gives φ = 12.81 mV. Then

eφ/kT = 12.81/25.85 = 0.496,

C_q = 67/(1 + exp(−0.496)) µF/cm² ≈ 41.6 µF/cm²,

C_g = 3.453 × 41.63/(3.453 + 41.63) µF/cm² = 3.189 µF/cm².

The quantum capacitance has dropped by 38 percent from its full value, but the gate capacitance by 2.9 percent. To see why, let a prime mark the values at 300 K. The insulator term cancels when the two series rules are subtracted:

1/C_g′ − 1/C_g = 1/C_q′ − 1/C_q.

Multiplying both sides by C_g′ gives

(C_g − C_g′)/C_g = (C_g′/C_q′)(C_q − C_q′)/C_q.

The relative change of C_q enters multiplied by C_g′/C_q′ = 3.189/41.63 = 0.077, and 0.077 × 38 percent is 2.9 percent. The dominant insulator hides most of the change in the channel.

The electron density at 300 K is 1.050 × 10¹³ cm⁻², slightly higher than at 10 K, although the differential capacitance is lower. The two statements are compatible. For any fixed φ, the logarithm in Q exceeds eφ/kT, because 1 + exp(eφ/kT) exceeds exp(eφ/kT). The warm channel therefore holds more charge at the same φ. To satisfy V = φ + Q/C_ox at fixed V, φ must settle at a lower value, and Q = C_ox(V − φ) is then larger. Part of this charge was already present at V = 0, where the density at 300 K is 1.196 × 10¹² cm⁻². The product of C_g and V therefore does not give the total charge at room temperature: it omits this initial charge, and it treats C_g as constant although C_g varies with V.

How much voltage would bring C_q to 95 percent of its full value at 300 K? The condition 1/(1 + exp(−eφ/kT)) = 0.95 gives exp(eφ/kT) = 0.95/0.05 = 19, and so

φ = 25.85 mV × ln 19 ≈ 76 mV,

Q = 67 × 0.02585 × ln 20 µC/cm² ≈ 5.2 µC/cm²,

V = 0.076 V + 5.2/3.453 V ≈ 1.6 V.

In this model, a room-temperature channel under a 1 nm equivalent oxide thus needs about 1.6 V before the constant 67 µF/cm² is accurate to 5 percent. The gate capacitance is much less demanding, as the values at 0.5 V show. The 1.6 V is not a recommended working voltage: about 1.5 V of it falls across the insulator, and in a real oxide 1 nm thick this is a field of 1.5 V/nm, at or above the breakdown field of silicon dioxide, which is of the order of 1 V/nm.

*The weakly filled channel.* At 300 K and V = −0.1 V, the solution is φ = −107.7 mV. The band is nearly empty, C_q has fallen to 1.02 µF/cm², and

C_g = 0.789 µF/cm².

Now the channel has the smaller capacitance. The fraction of a gate step that moves the channel potential is

dφ/dV = 3.453/(3.453 + 1.02) ≈ 0.77.

In the limit of an empty band, C_q tends to zero, C_g tends to zero with it, and dφ/dV tends to one. The gate then shifts the channel potential almost freely, because hardly any charge is available to produce a voltage across the insulator.

Between these cases the change is gradual. At V = 0 the numerical solution gives C_g = 2.314 µF/cm², and at V = 0.1 V it gives 2.821 µF/cm². In the second case φ is still negative, −31.2 mV, although V is positive. The thermally occupied states already hold enough charge for an insulator voltage of 131 mV, which exceeds V.

**Comparison of the estimate with the solution**

The estimate gave 3.4 µF/cm² and the solution gives 3.284 µF/cm². Before its final rounding the estimate was 3.42 µF/cm², about 4 percent too high relative to the solution. Nearly all of this comes from the rounded permittivities, which made C_ox equal to 3.6 instead of 3.453 µF/cm².

The error of the scaling argument itself is much smaller. Write r = C_ox/C_q = 3.453/67 = 0.0515. Dividing numerator and denominator of the series formula by C_q gives

C_g = C_ox/(1 + r).

The estimate replaced 1/(1 + r) by 1 − r. Since (1 − r)(1 + r) = 1 − r², the replacement is too small by the relative amount r², here 0.0027. With the accurate C_ox, it would give

C_ox(1 − r) = 3.453 × 0.9485 µF/cm² = 3.275 µF/cm²,

which is 0.3 percent below the solution.

The same comparison shows where the estimate fails. At 300 K and V = −0.1 V, r = 3.453/1.02 ≈ 3.4, and C_ox(1 − r) is negative, which is meaningless for this system. The correction must then be made to the other capacitance. With s = C_q/C_ox = 1.02/3.453 ≈ 0.295, the corresponding estimate is

C_g ≈ C_q(1 − s) = 1.02 × 0.705 µF/cm² ≈ 0.72 µF/cm².

It is about 9 percent below the solution, 0.789 µF/cm², as expected from the relative error s² ≈ 0.087. When the two capacitances are similar, neither correction is small and the full series formula is needed.

Two of the assumptions in the problem also affect the result. If the electron sheet lies a distance d below the insulator, in a material of relative permittivity κ, Gauss's law adds a layer with equivalent thickness 3.9 d/κ. As soon as this exceeds 0.0515 nm, it lowers the capacitance more than the strongly filled channel does. For κ = 3.9, a distance of about 0.05 nm is enough. The result 3.3 µF/cm² therefore describes a sheet whose distance from the insulator is negligible or has already been included in the 1 nm.

If traps beside the channel take up a charge Q_t that follows φ, the gate must balance Q + Q_t. The response of the lower side is then

d(Q + Q_t)/dφ = C_q + C_t, with C_t = dQ_t/dφ.

Here a sum is correct, because the channel and the traps share the same potential. This sum replaces C_q in the series formula. In the strongly filled channel, with C_q and C_t both positive, it can raise the gate capacitance from 3.284 to at most the insulator value of 3.453 µF/cm². In the weakly filled channel, where C_q is small, traps can change the result greatly. The measured gate charge would then no longer equal the charge of the channel electrons.

Numbers as computed

```
vacuum permittivity = 8.8542e-12 F/m
oxide relative permittivity = 3.9
equivalent oxide thickness = 1.0 nm
oxide capacitance C_ox = 3.453 uF/cm^2
given quantum capacitance C_q = 67.0 uF/cm^2
1/C_ox = 0.2896 cm^2/uF
1/C_q = 0.0149 cm^2/uF
sum of inverses = 0.3045 cm^2/uF
gate capacitance C_gate = 3.284 uF/cm^2
C_gate, two figures = 3.3 uF/cm^2
C_gate in atomic units = 0.0156 e^2/(Eh a0^2)
numerical dQ/dV at 10 K, 0.5 V = 3.284 uF/cm^2
loss relative to C_ox = 4.9 percent
fraction dphi/dV = 0.0490 (no unit)
added oxide thickness = 0.0515 nm
wrong parallel sum = 70.5 uF/cm^2
two-layer test: high-k permittivity = 20.0
two-layer test: high-k thickness = 3.59 nm
two-layer test: oxide thickness = 0.3 nm
two-layer test: Poisson capacitance = 3.453 uF/cm^2
e^2 m_e/(pi hbar^2) = 66.93 uF/cm^2
same from counted states = 66.92 uF/cm^2
kT/e at 300 K = 25.85 mV
T = 10 K, V = 0.5 V: phi = 24.51 mV, n = 1.025e+13 cm^-2,
    C_q = 67.00 uF/cm^2, C_gate = 3.284 uF/cm^2
T = 300 K, V = 0.5 V: phi = 12.81 mV, n = 1.050e+13 cm^-2,
    C_q = 41.63 uF/cm^2, C_gate = 3.189 uF/cm^2
T = 300 K, V = 0.1 V: phi = -31.21 mV, n = 2.828e+12 cm^-2,
    C_q = 15.42 uF/cm^2, C_gate = 2.821 uF/cm^2
T = 300 K, V = 0.0 V: phi = -55.48 mV, n = 1.196e+12 cm^-2,
    C_q = 7.02 uF/cm^2, C_gate = 2.314 uF/cm^2
T = 300 K, V = -0.1 V: phi = -107.72 mV, n = 1.663e+11 cm^-2,
    C_q = 1.02 uF/cm^2, C_gate = 0.789 uF/cm^2
```
